# Quadrant-resolved buried volumes on a grid and their behaviour under ligand rotation

A model phosphine covers 30.26% of the second quadrant around its metal. When the rigid ligand is turned by 60° about the metal–phosphorus axis, that quadrant is only 22.56% covered. The total buried volume is 28.02% in both positions. Over a full turn in steps of 5°, counted on a grid of spacing 0.05 Å, the total varies by 0.006 percentage points, while a single quadrant varies by 12.13. The first variation is numerical error, and the second is a property of the ligand. The analysis below separates them.

## Definitions and the model ligand

The metal is at the origin and the donor atom lies on the positive $z$ axis. A sphere of radius $R=3.5$ Å surrounds the metal. Each ligand atom $j$ is a sphere with centre $\mathbf c_j$ and radius $a_j$. The buried region $B$ is the part of the metal-centred sphere covered by at least one atom. With $\chi(\mathbf r)=1$ in $B$ and 0 elsewhere,
$$V=\int_{|\mathbf r|\le R}\chi(\mathbf r)\,d^3r .$$

The quadrants are sectors of the azimuth $\phi$, each running over all $z$: quadrant $k$ begins at $\phi_k=(k-1)\pi/2$ and ends at $\phi_k+\pi/2$. Its percentage refers to a quarter of the sphere, $179.59/4=44.90$ Å$^3$, so the total percentage is the mean of the four. Differences between percentages are given in percentage points, called points below.

The atomic radii are Bondi radii times 1.17, which gives 2.106 Å for P and 1.989 Å for C. Hydrogens are left out of the volume, a choice whose effect is measured later.

The ligand is an idealized tert-butyl(methyl)phenylphosphine:

- M–P is 2.28 Å. The P–C lengths are 1.84 Å (methyl), 1.84 Å (phenyl) and 1.88 Å (tert-butyl).
- All M–P–C angles are 115°. The methyl, phenyl and tert-butyl groups are attached at azimuths 0°, 120° and 240°.
- The phenyl ring is a regular hexagon of side 1.39 Å. The tert-butyl C–C bonds are 1.53 Å, with angles of 109.5° (the exact tetrahedral 109.47° would raise $V$ by about 0.006 Å$^3$) and staggered groups. C–H bonds are 1.08 Å on the ring and 1.09 Å elsewhere.
- The phenyl torsion, the dihedral angle M–P–C–C to a ring carbon, is the value, on a 5° mesh, that makes the shortest contact between ring hydrogens and hydrogens of the other groups as long as possible. This gives 50°, with a contact of 2.04 Å. The choice is narrow: 20° gives 2.02 Å, and with M–P–C angles of 113° the same rule selects 20°.

These are round, roughly typical values, not an optimized structure.

## Why the total is fixed

Let $\mathcal R_\theta$ be the rotation by $\theta$ about $z$, counterclockwise when seen from positive $z$. A point $\mathbf r$ is covered by the turned ligand if $\mathcal R_\theta^{-1}\mathbf r$ was covered by the original one, so
$$V(\theta)=\int_{|\mathbf r|\le R}\chi(\mathcal R_\theta^{-1}\mathbf r)\,d^3r .$$
Substitute $\mathbf r=\mathcal R_\theta\mathbf s$. A rotation has unit Jacobian, and $|\mathbf r|=|\mathbf s|$, so the domain is unchanged:
$$V(\theta)=\int_{|\mathbf s|\le R}\chi(\mathbf s)\,d^3s=V .$$

The equality $|\mathbf r|=|\mathbf s|$ requires the axis to pass through the centre of the sphere. If the same ligand is turned about a parallel axis displaced by 0.5 Å towards azimuth 0°, the total ranges over 4.52 points in steps of 30°. The range depends on the direction of the displacement. The invariance holds for any sphere centred on the axis of rotation and is in general lost for a sphere centred off it.

## The azimuthal density

To follow the quadrants, collect the buried volume per radian of azimuth. In spherical coordinates with $u=\cos\vartheta$, the volume element is $r^2\,dr\,du\,d\phi$, and
$$f(\phi)=\int_{-1}^{1}du\int_0^R\chi\,r^2\,dr,\qquad V=\int_0^{2\pi}f(\phi)\,d\phi .$$

The radial integral can be done in closed form. A ray $r\mathbf n$, with $\mathbf n$ a unit vector, is inside atom $j$ when $|r\mathbf n-\mathbf c_j|^2\le a_j^2$, that is, when
$$r^2-2r\,\mathbf n\cdot\mathbf c_j+|\mathbf c_j|^2-a_j^2\le0 .$$
The roots of the quadratic are
$$r_\pm=\mathbf n\cdot\mathbf c_j\pm\sqrt{a_j^2-|\mathbf c_j|^2+(\mathbf n\cdot\mathbf c_j)^2}.$$
A negative radicand means that the ray misses the atom. Otherwise the interval $[r_-,r_+]$ is clipped to $[0,R]$. Overlapping intervals are merged so that no volume is counted twice. If the merged intervals are $[p_i,q_i]$, then
$$f(\phi)=\int_{-1}^{1}\sum_i\frac{q_i^3-p_i^3}{3}\,du .$$

This road uses no Cartesian grid. For the full ligand it gives $V=50.324$ Å$^3$, or $100\times50.324/179.59=28.02\%$. Halving the number of rays in each angular direction shifts $V$ by $-0.0002$ Å$^3$ and the quadrants by at most 0.008 points.

The phosphorus atom alone offers a check in closed form. Its sphere, of radius $a$ and centre distance $d$, meets the metal-centred sphere in a circle. Subtracting $x^2+y^2+(z-d)^2=a^2$ from $x^2+y^2+z^2=R^2$ puts that circle in the plane
$$z_0=\frac{R^2+d^2-a^2}{2d}=\frac{12.250+5.198-4.435}{4.56}=2.854\ \text{Å}.$$
A cap of height $t$ cut from a sphere of radius $s$ has volume
$$\int_{s-t}^{s}\pi(s^2-z^2)\,dz=\pi t^2\left(s-\frac t3\right).$$
The overlap consists of two caps. One belongs to the large sphere, with height $R-z_0=0.646$ Å and volume 4.31 Å$^3$. The other belongs to the phosphorus sphere, with height $z_0-(d-a)=2.680$ Å and volume 27.36 Å$^3$. Their sum is 31.67 Å$^3$. The rays give 31.671 and the grid 31.670 Å$^3$.

## Quadrants as a moving window

After the turn, the density at azimuth $\phi$ is the one that was at $\phi-\theta$. Hence
$$V_k(\theta)=\int_{\phi_k}^{\phi_k+\pi/2}f(\phi-\theta)\,d\phi
=\int_{\phi_k-\theta}^{\phi_k+\pi/2-\theta}f(\phi')\,d\phi' .$$
Turning the ligand forward is equivalent to moving the window backward over a fixed density. The four windows tile the circle at every $\theta$, so $\sum_kV_k(\theta)=V$.

The density of a union of spheres is continuous, because each atomic surface meets a half-plane bounded by the $z$ axis in a curve of zero area. The window integral can therefore be differentiated. The lower limit contributes $+f$ and the upper limit $-f$, because both limits move with velocity $-1$:
$$\frac{dV_k}{d\theta}=f(\phi_k-\theta)-f\!\left(\phi_k+\frac{\pi}{2}-\theta\right).$$
What enters through one edge is weighed against what leaves through the other. In the sum over $k$ each edge appears once with each sign, so the rates add to zero.

This equation also gives the condition for redistribution. The quadrants are constant for all $\theta$ if and only if the right-hand side vanishes for all $\theta$, which means
$$f(\phi+\pi/2)=f(\phi)\quad\text{for every }\phi .$$
Lack of symmetry in the ligand is thus not the precise criterion, as two cases show.

First, take four spheres of radius 0.8 Å, centred 1.5 Å from the axis at azimuths 0°, 90°, 180° and 270°, with heights 0.5, 1.0, 1.5 and 2.0 Å. They do not overlap, since neighbouring centres are at least $1.5\sqrt2=2.12$ Å apart. They lie inside the large sphere, since the farthest point is at $\sqrt{1.5^2+2.0^2}+0.8=3.3$ Å. The body has no rotation about $z$ and no mirror plane containing $z$: such an operation preserves height, so it would have to map each sphere onto itself. A rotation by less than a full turn moves every centre that lies off the axis, and a mirror plane would have to contain all four centres, which no plane through the axis does. Yet $f$ ignores height and has period 90°, so the quadrants are constant. On a grid with $h=0.1$ Å they vary by 0.089 points, which is counting error.

Second, take phosphorus with three equivalent carbons. This skeleton has threefold symmetry, but its density does not have period 90°. Its quadrants vary by 2.63 points on the same grid.

The fully symmetric limit is the phosphorus atom alone. There $f=V/2\pi$, and every quadrant holds $V/4$ at every angle.

## Which features of the ligand a quadrant can see

Write the density as a Fourier series,
$$f(\phi)=\frac{V}{2\pi}+\sum_{m\ge1}c_m\cos[m(\phi-\delta_m)] .$$
Let $\psi=\phi_k+\pi/4-\theta$ be the centre of the window. Harmonic $m$ integrates to
$$\frac{c_m}{m}\left\{\sin\left[m\left(\psi+\tfrac{\pi}{4}-\delta_m\right)\right]-\sin\left[m\left(\psi-\tfrac{\pi}{4}-\delta_m\right)\right]\right\}.$$
With $\sin(A+D)-\sin(A-D)=2\cos A\sin D$, where $A=m(\psi-\delta_m)$ and $D=m\pi/4$,
$$V_k(\theta)=\frac V4+\sum_{m\ge1}\frac{2c_m}{m}\sin\frac{m\pi}{4}\,
\cos\!\left[m\left(\phi_k+\frac{\pi}{4}-\theta-\delta_m\right)\right].$$

The factor $1/m$ suppresses fine structure, and $\sin(m\pi/4)$ removes $m=4,8,\dots$ altogether. The example has a fourth harmonic of 0.387 Å$^3$/rad in its density, but the corresponding amplitude in the counted quadrant is 0.0002 Å$^3$.

The first harmonic measures how one-sided the ligand is. Here $c_1=1.697$ Å$^3$/rad, which gives a quadrant amplitude of
$$2\times0.7071\times1.697=2.40\ \text{Å}^3,$$
or $2.40/44.90=5.3\%$ of a quarter sphere. Alone it would produce a swing of 10.7 points, most of the 12.13 found. The third harmonic adds an amplitude of 0.52 Å$^3$. For $m=1$ to 6, the amplitudes obtained by counting points for the turned ligand agree with the formula to within 0.002 Å$^3$.

If the ligand takes all angles with equal weight, every cosine averages to zero and each quadrant averages to $V/4$. A quadrant map therefore describes an orientation, and its angle must be reported with it. The amplitudes of the harmonics do not depend on that choice.

## The grid algorithm

1. Place points at $((i+\tfrac12)h,(j+\tfrac12)h,(l+\tfrac12)h)$ with integer $i,j,l$, and keep those with $|\mathbf r|\le R$.
2. Label each point by the signs of $x$ and $y$. No point lies on a quadrant plane.
3. Turn the atomic centres by $\theta$. The grid stays fixed.
4. Mark a point as buried if it lies in any atomic sphere. A logical "or" over the atoms counts overlaps once.
5. Divide the buried count in each quadrant by the number of sphere points in that quadrant.

The half-step offset puts the quadrant planes on cell faces. Each cell then belongs to one quadrant, and the planes introduce no error of their own.

A quarter turn sends $(x,y)$ to $(-y,x)$, which maps this grid onto itself. The counts must then permute without any error. At 20° the four quadrants contain 83657, 103982, 112870 and 101984 buried points. At 110° the same four numbers appear, moved on by one quadrant. Angles from 0° to 85° in steps of 5° therefore represent a full turn at that step.

## Error of the count

Each point stands for a cell of volume $h^3$. A cell wholly inside or outside $B$ is counted correctly, so the error comes from cells cut by the surface of $B$. A cut cell lies within its own diagonal, $\sqrt3\,h$, of the surface. For surface area $S$, the cut cells fit into a shell of volume about $2\sqrt3\,hS$, and to leading order in $h$
$$|h^3N-V|\lesssim2\sqrt3\,S\,h .$$

This bound supposes that all cut cells err in the same direction. If their errors were independent, about $S/h^2$ cells with errors of order $h^3$ would give a typical error
$$h^3\sqrt{S/h^2}=h^2\sqrt S .$$
This is an estimate of scale, not a theorem: the errors of different cells need not be independent, and a numerical prefactor is missing.

The metal-centred sphere shows the difference. It has $S=4\pi R^2=154$ Å$^2$. At $h=0.1$ Å the bound is 53 Å$^3$ and the estimate 0.12 Å$^3$. The 179944 points represent 179.94 Å$^3$, an actual error of 0.35 Å$^3$. It exceeds the estimate because the grid is symmetric about the centre of this sphere: the same cell error occurs in up to 48 equivalent cells, and these errors add instead of averaging out. With the centre displaced at random within a cell, the rms error over 60 positions is only 0.04 Å$^3$. For the centred sphere, the rms error over spacings from 0.095 to 0.105 Å is 0.20 Å$^3$, so 0.35 Å$^3$ is also a larger than typical value for the symmetric grid.

For the ligand, the total over the 18 angles behaves as follows. The mean is in percent, and the last two columns are in points.

| $h$ (Å) | mean | rms scatter | largest error |
|---|---|---|---|
| 0.20 | 28.078 | 0.0258 | 0.0861 |
| 0.10 | 27.980 | 0.0040 | 0.0473 |
| 0.05 | 28.019 | 0.0016 | 0.0059 |

The error is taken relative to the ray result, 28.021%. From the coarsest to the finest grid the scatter falls by a factor of 16, as $h^2$ would give. The separate steps give 6.5 and 2.5 instead of 4, so three spacings do not establish the power law.

At $h=0.1$ Å the mean is wrong by 0.041 points, ten times the scatter. A steady total under rotation is therefore no proof of an accurate total. The main cause is the denominator, which is the same at every angle. The sphere count is too large by $0.35/179.59=0.19\%$, which lowers the percentage by $28.02\times0.0019=0.05$ points. The buried count is slightly too large as well and returns about 0.01. Dividing by the analytic sphere volume would remove the first part, although at other spacings the two errors may cancel differently. Refining $h$ exposes such an offset, whereas turning the ligand does not.

At $h=0.05$ Å, the quadrants counted for the turned ligand differ from the window integrals by at most 0.014 points over all 18 angles. The redistribution of 12.13 points is thus far above the error of either method.

A derivative is more sensitive. Quadrant 1 changes fastest near $\theta=303°$ to $304°$, where the rate has a flat extremum. At $303°$ its edges lie at ligand azimuths $-303°\equiv57°$ and $90°-303°\equiv147°$. The densities there, accurate to about 0.01 Å$^3$/rad, give
$$\frac{dV_1}{d\theta}=5.161-9.988=-4.83\ \text{Å}^3/\text{rad},$$
or $-0.19$ points per degree. A central difference of grid counts at $\pm3°$ gives $-4.79$ Å$^3$/rad. Two errors enter this difference. Truncation grows as the square of the angular step. Counting error is divided by the total interval, $6°=0.105$ rad, so an error of 0.005 Å$^3$ in the volume difference becomes 0.05 Å$^3$/rad. A finer integration moves the second density to 9.982 and the rate to $-4.82$ Å$^3$/rad. The same $\pm3°$ difference taken from window integrals is $-4.80$, so truncation accounts for about 0.02 and counting for about 0.01 Å$^3$/rad. A smaller step would reduce the first and amplify the second.

## Reading the numbers for a real phosphine

The quadrant volumes at $\theta=0$ are 9.95, 13.59, 14.89 and 11.90 Å$^3$. The third quadrant, from 180° to 270°, contains the tert-butyl attachment and is the fullest: $14.89/44.90=33.2\%$. The first, at $9.95/44.90=22.2\%$, is the emptiest. Over the full turn, sampled every 5°, one quadrant ranges from 21.86% to 33.99%.

A total of 28% is plausible for a monodentate phosphine of moderate size, and 2.28 Å is a plausible metal–phosphorus distance. The equal M–P–C angles are less realistic. The closest hydrogens on different groups are 2.00 Å apart, less than twice the unscaled hydrogen radius of 1.20 Å. Opening the C–P–C angles relieves this crowding: lowering all M–P–C angles from 115° to 113° widens the C–P–C angles from 103.4° to 105.7° and lengthens the closest contact, which lies between methyl and tert-butyl, to 2.135 Å. How far a real molecule relaxes in this way was not computed. Real ligands also break the assumption of rigidity. Turning the phenyl group by another 30°, with everything else fixed, changes the total by $-0.71$ points but one quadrant by 3.68. This is a geometric test, not an accessible conformation: it brings hydrogens on different groups within 1.26 Å of each other. Internal rotation can change the total, because it can change the shape of $B$. Turning the methyl group is an exception here: its hydrogens are not counted, so $B$ stays the same.

Other changes, made one at a time at $\theta=0$, have the effects listed below. These differences, and those for the phenyl turn above, move by about 0.01 points under finer integration.

- Including hydrogens raises the total by 2.46 points and changes one quadrant by 5.15.
- Lengthening M–P by 0.10 Å lowers the total by 1.68 points.
- Using unscaled Bondi radii lowers the total by 6.37 points.

Thermal libration of the rigid ligand about the M–P axis leaves the total unchanged. For a Gaussian spread of rms angle $\sigma$, averaging multiplies harmonic $m$ by $e^{-m^2\sigma^2/2}$. With an assumed $\sigma=15°=0.262$ rad, the first harmonic keeps 97% of its amplitude and the third 73%. The largest quadrant change at $\theta=0$ is 0.28 points.

For this ligand, the choice of radii and the treatment of hydrogens therefore matter far more than refining the grid below 0.1 Å. Before quadrant values from two calculations are compared, these conventions, the sphere radius, the M–P distance and the angle $\theta$, measured from a common reference direction, should agree. For a ligand that is chiral at phosphorus, as here, the enantiomer should be the same too: the mirror image has the density $f(-\phi)$, which in general no turn about the axis brings back to $f(\phi)$.

## Numbers as computed

```
sphere radius 3.5 A, sphere volume 179.59 A^3, radius scale 1.17
scaled radii: P 2.106 A, C 1.989 A
M-P 2.28 A; P-C: Me 1.84, Ph 1.84, tBu 1.88 A
M-P-C angle 115.0 deg; azimuths Me 0, Ph 120, tBu 240 deg
phenyl torsion 50 deg, closest H-H between groups 2.00 A
atoms counted (no H): 12
P atom alone: lens 31.669, rays 31.671, grid 31.670 A^3
ray reference: V = 50.324 A^3 = 28.021 % of sphere
half the rays per angle: V shifts -0.00021 A^3, quadrants <= 0.00798 points
total over 18 angles, 0 to 85 deg (percent; deviations in points):
  h 0.20 A: points    22400, mean 28.078, rms 0.0258, range 0.0848, max error 0.0861
  h 0.10 A: points   179944, mean 27.980, rms 0.0040, range 0.0156, max error 0.0473
  h 0.05 A: points  1436528, mean 28.019, rms 0.0016, range 0.0061, max error 0.0059
largest quadrant difference, grid h 0.05 A vs window: 0.0143 points
theta/deg   Q1     Q2     Q3     Q4   total  (percent, h 0.05 A)
    0     22.16  30.26  33.16  26.50  28.02
   30     23.96  27.32  31.63  29.16  28.02
   60     24.42  22.56  31.92  33.16  28.02
   90     26.50  22.16  30.26  33.16  28.02
ray quadrant volumes at 0 deg:   9.95  13.59  14.89  11.90 A^3
counts at  20 deg: [83657, 103982, 112870, 101984]
counts at 110 deg: [101984, 83657, 103982, 112870]
one quadrant over a full turn: 21.86 to 33.99 %, swing 12.13 points
steepest Q1 change at 303 deg: edges -4.826, grid difference -4.789 A^3/rad
  edge densities there: 5.161 and 9.988 A^3/rad
harmonic m: density amplitude (A^3/rad), Q1 predicted, Q1 grid (A^3)
  1: 1.6967 2.3996 2.4011
  2: 0.1927 0.1927 0.1929
  3: 1.0999 0.5185 0.5188
  4: 0.3866 0.0000 0.0002
  5: 0.6686 0.1891 0.1894
  6: 0.4177 0.1392 0.1399
four spheres at unequal heights: mean 4.774 %, quadrant swing 0.089 points (h 0.1 A)
threefold PC3 skeleton: mean 23.03 %, quadrant swing 2.63 points (h 0.1 A)
axis displaced 0.5 A from metal: total ranges 4.52 points
change of total, and largest quadrant change at 0 deg (points):
  hydrogens included: +2.46, 5.15
  phenyl torsion +30 deg: -0.71, 3.68
  M-P longer by 0.10 A: -1.68, 1.96
  unscaled Bondi radii: -6.37, 6.74
  libration, rms 15 deg: 0.00, 0.28
```
